# The exact nonadditive kinetic potential at a distant two-electron fragment

Take two electrons of opposite spin in the potential $-Z/r$, without mutual interaction. Both occupy the orbital $\varphi\propto e^{-Zr}$. In atomic units, used throughout, $\nabla^2e^{-Zr}=(Z^2-2Z/r)e^{-Zr}$, so that

$$
-\frac{\nabla^2\varphi}{2\varphi}=\frac{Z}{r}-\frac{Z^2}{2}.
$$

The left side can be computed from the density alone, since $\varphi$ is proportional to its square root. It is a repulsion that cancels the attraction $-Z/r$ at every point and leaves the orbital energy $-Z^2/2$. If these electrons are frozen and a distant second subsystem is optimized in their presence, this repulsion keeps the second subsystem's electrons from seeing an apparently empty well. The constant also matters, because it decides how high the flattened region lies.

Let the total density be $\rho=\rho_{\rm I}+\rho_{\rm II}$. Subsystem I is active; subsystem II is frozen and has two paired electrons in one nodeless orbital. Both subsystems and the whole are closed-shell, with real orbitals. Let $T_s[\rho]$ be the kinetic energy of noninteracting electrons with ground-state density $\rho$, and $v_s[\rho]$ the potential that produces this density; I assume that such a potential exists for $\rho$, $\rho_{\rm I}$ and $\rho_{\rm II}$. The nonadditive kinetic energy is $T_s[\rho]-T_s[\rho_{\rm I}]-T_s[\rho_{\rm II}]$. Its derivative with respect to $\rho_{\rm I}$ at fixed $\rho_{\rm II}$ is the nonadditive kinetic potential

$$
v_t(\mathbf r)=\frac{\delta T_s[\rho]}{\delta\rho(\mathbf r)}-\frac{\delta T_s[\rho_{\rm I}]}{\delta\rho_{\rm I}(\mathbf r)} .
$$

A ground-state density makes $T_s[\rho]+\int v_s\rho$ stationary at fixed electron number, so $\delta T_s/\delta\rho=\mu-v_s[\rho]$. At fixed number the constant $\mu$ is free. I set it to the highest occupied level, which is the choice that describes removal of a small amount of charge. With $v_{\rm I}=v_s[\rho_{\rm I}]$, highest occupied level $\varepsilon_{\rm I}$, and $\varepsilon_H$ for the highest occupied level of the whole,

$$
v_t=\big(\varepsilon_H-v_s[\rho]\big)-\big(\varepsilon_{\rm I}-v_{\rm I}\big).\tag{1}
$$

To see what this means at fragment II, write $n=\rho/2=\sum_i\psi_i^2$ for the density per spin. The orbitals of the whole obey $-\tfrac12\nabla^2\psi_i+v_s\psi_i=\tilde\varepsilon_i\psi_i$. Multiplying by $\psi_i$, summing and dividing by $n$ gives

$$
\varepsilon_H-v_s[\rho]=\frac1n\sum_i\Big[-\tfrac12\psi_i\nabla^2\psi_i+(\varepsilon_H-\tilde\varepsilon_i)\psi_i^2\Big].
$$

Two identities rearrange the kinetic part. Differentiating $n$ twice gives $\sum_i\psi_i\nabla^2\psi_i=\tfrac12\nabla^2n-\sum_i|\nabla\psi_i|^2$, and differentiating $\sqrt n$ twice gives $\sqrt n\,\nabla^2\sqrt n=\tfrac12\nabla^2n-|\nabla n|^2/4n$. Eliminating $\nabla^2 n$,

$$
\frac{\delta T_s}{\delta\rho}=-\frac{\nabla^2\sqrt n}{2\sqrt n}
+\frac{1}{2n}\Big[\sum_i|\nabla\psi_i|^2-\frac{|\nabla n|^2}{4n}\Big]
+\sum_i(\varepsilon_H-\tilde\varepsilon_i)\frac{\psi_i^2}{n}.\tag{2}
$$

The first term is the von Weizsäcker potential. The other two form the Pauli potential. Since $\nabla n=2\sum_i\psi_i\nabla\psi_i$, the bracket divided by $2n$ equals

$$
\frac{1}{2n^2}\sum_{i<j}|\psi_i\nabla\psi_j-\psi_j\nabla\psi_i|^2 ,
$$

so both Pauli terms are nonnegative. With a single occupied orbital both vanish, which recovers the opening example: $-\nabla^2\sqrt{\rho_{\rm II}}/(2\sqrt{\rho_{\rm II}})=\varepsilon_{\rm II}-v_{\rm II}$, where $v_{\rm II}=v_s[\rho_{\rm II}]$ and $\varepsilon_{\rm II}$ is the fragment's occupied level.

Suppose that the occupied levels of the two subsystems are not nearly degenerate, so that the orbitals of the whole stay localized. At the distant fragment one orbital of the whole, with level $\tilde\varepsilon_{\rm II}$, carries nearly all the density. The others and their gradients are small there. The gradient part of the Pauli potential is then of second order in the small amplitudes, while the last term in (2) tends to $\varepsilon_H-\tilde\varepsilon_{\rm II}$, a plateau that does not fade with distance. With $\rho\approx\rho_{\rm II}$ in the von Weizsäcker term, (1) becomes

$$
v_t\simeq-v_{\rm II}+v_{\rm I}+D,\qquad
D=\varepsilon_{\rm II}-\varepsilon_{\rm I}+\varepsilon_H-\tilde\varepsilon_{\rm II}.\tag{3}
$$

This holds where $\rho_{\rm I}\ll\rho_{\rm II}$ and the other occupied orbitals of the whole are also small; the second condition can fail before the first. What is cancelled is the whole effective attraction of the fragment. In an interacting Kohn–Sham system $v_{\rm II}$ contains the nuclear, Hartree and exchange–correlation potentials of II, so $v_t$ does not cancel the nuclear term alone.

The offset $D$ compares two alignments of levels. If the highest level belongs to the active subsystem, $\varepsilon_H=\tilde\varepsilon_{\rm I}$, and $D$ is the level spacing in the whole minus the spacing between the isolated subsystems. Suppose the potential of the whole is $v_{\rm I}+v_{\rm II}$. Where the other subsystem's potential varies slowly, it shifts each level by roughly its local value, $\tilde\varepsilon_{\rm I}\simeq\varepsilon_{\rm I}+v_{\rm II}(\text{at I})$ and $\tilde\varepsilon_{\rm II}\simeq\varepsilon_{\rm II}+v_{\rm I}(\text{at II})$, so $D\simeq v_{\rm II}(\text{at I})-v_{\rm I}(\text{at II})$. The variation of the potential across a subsystem, the polarization of the orbitals and their overlap all add corrections. For short-range potentials these can exceed the estimate itself, so it should not be read as a precise value. The estimate and its corrections vanish with distance for potentials that decay. If instead two isolated densities are simply added, the potential of the whole must be found by inversion, and $D$ has to be computed.

In a self-consistent calculation the orbital of I moves in the Kohn–Sham potential of the whole plus $v_t$. At self-consistency that Kohn–Sham potential is $v_s[\rho]$ up to a constant, and (1) gives

$$
v_s[\rho]+v_t=v_{\rm I}+\varepsilon_H-\varepsilon_{\rm I}.
$$

The embedded orbital therefore sees, up to a constant, the potential whose ground-state density is $\rho_{\rm I}$. In a ground state the lowest levels are the occupied ones, so the fragment offers no empty level below that of the embedded orbital. If $\rho_{\rm I}$ has the smooth tail of an isolated subsystem at II, $v_{\rm I}$ has no well there either; structure in that tail would reappear as structure in $v_{\rm I}$. This requires that $\rho-\rho_{\rm II}$ be nonnegative and itself representable by a potential, as assumed.

In one dimension, with two occupied orbitals, the inversion can be done without further approximation. Write $\psi_1=\sqrt n\cos\theta$ and $\psi_2=\sqrt n\sin\theta$, with $\Delta=\tilde\varepsilon_2-\tilde\varepsilon_1>0$. Since $\psi_i''=2(v_s-\tilde\varepsilon_i)\psi_i$,

$$
(\psi_1\psi_2'-\psi_2\psi_1')'=\psi_1\psi_2''-\psi_2\psi_1''=-2\Delta\,\psi_1\psi_2 .
$$

The bracket on the left is $n\theta'$, and $2\psi_1\psi_2=n\sin2\theta$. Hence

$$
(n\theta')'=-\Delta\,n\sin2\theta,\qquad \int n\cos2\theta\,dx=0 .
$$

The second condition states that the two norms are equal. Orthogonality, $\int n\sin2\theta\,dx=0$, follows by integrating the first equation with $n\theta'\to0$ at both ends. The Pauli potential in (2) becomes $\tfrac12\theta'^2+\Delta\cos^2\theta$. At II, where the deeper orbital dominates, $\cos^2\theta\to1$ and the plateau is $\Delta$; at I it is zero.

As a numerical case, take noninteracting electrons in wells $-a^2\,{\rm sech}^2(ax)$. Each well has the orbital ${\rm sech}(ax)$ with level $-a^2/2$, because $({\rm sech}\,ax)''=a^2({\rm sech}\,ax-2\,{\rm sech}^3ax)$. Choose $a=1.0$ for the active and $a=1.5$ for the frozen fragment, with two electrons in each, and add the isolated densities. On a grid of step 0.06 bohr the levels are $-0.50007$ and $-1.12536$ hartree, close to the continuum values $-0.5$ and $-1.125$. The derivation of $\theta$ carries over to the grid, so the inversion refers to the grid Hamiltonian itself. Two tests support it: diagonalizing the resulting potential returns the density and the gap, and finite differences of $T_s$ agree with its functional derivative, including when a minute charge is moved between the wells.

At a separation of 10 bohr the gap is 0.625282 hartree, and

$$
D=-1.125355+0.500069+0.625282=-4\times10^{-6}\ \text{hartree}.
$$

At 6 and 8 bohr it is $-1.1\times10^{-5}$ and $-1.6\times10^{-5}$ hartree. The offset is thus negligible beside the gap at all three separations, which is all these numbers show. Values this small are dominated by the discretization: as the step goes to zero, $D$ becomes positive, about $4\times10^{-5}$ hartree at 6 bohr, below $10^{-6}$ at 8 bohr and below $10^{-7}$ at 10 bohr. Neither the sign of the grid values nor their change with distance should be interpreted. At the grid point nearest the centre of II, $v_{\rm II}=-2.24798$ and $v_t=+2.24797$ hartree. Within 1.5 bohr of the centre, (3) holds to $1.5\times10^{-7}$ hartree.

The consequence for the orbital is drastic. Without $v_t$, the lowest orbital in $v_{\rm I}+v_{\rm II}$ sits in the frozen well at $-1.125$ hartree. With $v_t$ it has the level $-0.50007$ hartree of the isolated active well, and only a share $4.8\times10^{-5}$ lies beyond the midpoint. This is essentially the tail that the isolated orbital has there anyway: its norm beyond 5 bohr is $\tfrac12(1-\tanh5)\approx4.5\times10^{-5}$, and the sum over grid points accounts for the small difference.

The derivation of (3) no longer applies where the two densities become comparable. That happens between the wells, and again far behind II, because the active density decays more slowly. With decay constants $b=1.0$ and $a=1.5$, the exponentials $e^{-2b(R+y)}$ and $e^{-2ay}$ are equal at a distance $y=bR/(a-b)$ behind the fragment. For $R=10$ bohr this is 20 bohr. The breakdown starts a few bohr earlier. Across the well the upper orbital of the whole behaves as $e^{-bx}(b+a\tanh ax)$, so behind it the amplitude is $(a+b)/(a-b)=5$ times the isolated tail, and (3) is already off by about 0.1 hartree at 16 bohr. All of this lies outside the box, which ends 7 bohr behind II.

Relation (3) describes the response to the faint tail of $\rho_{\rm I}$ at II. Leakage asks a further question: does the energy fall if a finite charge $\lambda$ settles there? Consider noninteracting electrons again. With the exact functional, $T_s[\rho_{\rm I}]$, $T_s[\rho_{\rm II}]$ and the nonadditive term add up to $T_s[\rho]$, so the energy is that of a legitimate density of the whole and cannot lie below the true ground-state energy. A fragment holding $2+\lambda$ electrons, with $\lambda$ small, has at least the energy $2\varepsilon_{\rm II}+\lambda\varepsilon_{\rm empty}$, where $\varepsilon_{\rm empty}$ is its first empty level. The transfer therefore costs at least $\lambda(\varepsilon_{\rm empty}-\varepsilon_{\rm I})$. If $\varepsilon_{\rm I}<\varepsilon_{\rm empty}$, nothing leaks. If $\varepsilon_{\rm I}>\varepsilon_{\rm empty}$, charge moves, but this is a true property of the system and no failure of the functional.

A semilocal approximation replaces $T_s$ in the nonadditive term by $\tilde T=\int f\,d^3r$, with $f=C_F\rho^{5/3}F(s)$, $C_F=\tfrac{3}{10}(3\pi^2)^{2/3}$, $s=|\nabla\rho|/(2k_F\rho)$ and $k_F=(3\pi^2\rho)^{1/3}$. Thomas–Fermi theory has $F=1$. With $g=|\nabla\rho|$, a density that decreases outward from a nucleus gives

$$
\tilde v[\rho]=\frac{\partial f}{\partial\rho}-\nabla\!\cdot\!\Big(\frac{\partial f}{\partial g}\frac{\nabla\rho}{g}\Big)
=\frac{\partial f}{\partial\rho}+\frac{d}{dr}\frac{\partial f}{\partial g}+\frac2r\frac{\partial f}{\partial g},
$$

because $\nabla\rho/g=-\hat{\mathbf r}$. Only the last term diverges at the nucleus. Using $C_F\rho^{2/3}=\tfrac{3}{10}k_F^2$,

$$
\frac{\partial f}{\partial g}=\frac{C_F\rho^{5/3}F'(s)}{2k_F\rho}=\frac{3}{20}k_FF'(s).
$$

For the fragment of the opening, $\rho_{\rm II}=(2Z^3/\pi)e^{-2Zr}$. At the nucleus $k_F=(6\pi)^{1/3}Z$ and $g=2Z\rho$, so $s_0=Z/k_F=(6\pi)^{-1/3}=0.376$ for every $Z$. The repulsion there is

$$
\tilde v\to\frac{cZ}{r},\qquad c=\frac{3F'(s_0)}{10\,s_0}.
$$

Cancelling the nucleus requires $c=1$. Thomas–Fermi theory gives $c=0$. The second-order gradient expansion, $F=1+5s^2/27$, gives $c=1/9$. The APBEK functional, $F=1+\mu s^2/(1+\mu s^2/\kappa)$ with $\mu=0.23889$ and $\kappa=0.804$, gives $c=0.132$. Most of the nuclear attraction survives close to the nucleus. Far out, the Thomas–Fermi repulsion $\tfrac12k_F^2\propto e^{-4Zr/3}$ dies exponentially, while $-Z/r$ does not, so attraction survives there too.

To find whether this residue traps charge, move $\lambda$ electrons from a two-electron active subsystem of level $\varepsilon_{\rm I}$ into a normalized orbital $\phi$ on II. The subsystems are taken so far apart that cross terms vanish, and any shift of the active level by the fragment's long-range potential is included in $\varepsilon_{\rm I}$. The active side loses $\lambda\varepsilon_{\rm I}$. Its own kinetic energy, treated exactly, is of von Weizsäcker form and linear in the amount of each separated piece. The total change is

$$
\delta E=-\lambda\varepsilon_{\rm I}+\lambda\langle\phi|-\tfrac12\nabla^2+v_{\rm II}|\phi\rangle
+\tilde T[\rho_{\rm II}+\lambda\phi^2]-\tilde T[\rho_{\rm II}]-\tilde T[\lambda\phi^2].
$$

The first two $\tilde T$ terms give $\lambda\int\tilde v[\rho_{\rm II}]\phi^2$ to first order. If $F$ is bounded, the last term is of order $\lambda^{5/3}$ and drops out. In the gradient expansion, however, $5s^2/27$ is one ninth of the von Weizsäcker factor $5s^2/3$, whose energy is linear in $\lambda$; it removes one ninth of the orbital's kinetic energy. Minimizing over $\phi$,

$$
\delta E\simeq\lambda(E_{\rm trap}-\varepsilon_{\rm I}),\qquad
\Big(-\frac k2\nabla^2+v_{\rm II}+\tilde v[\rho_{\rm II}]\Big)\phi=E_{\rm trap}\phi,
$$

with $E_{\rm trap}$ the lowest level, $k=8/9$ for the gradient expansion and $k=1$ for the other two. Leakage is spurious when $E_{\rm trap}<\varepsilon_{\rm I}<\varepsilon_{\rm empty}$.

For $Z=2$ the fragment has its occupied level at $-2.0$ and its first empty level at $-0.5$ hartree. Place the active level at $-0.56$ hartree, where the exact functional forbids transfer. The trap levels are $-0.644$ hartree ($-17.5$ eV) for Thomas–Fermi, $-0.766$ hartree ($-20.9$ eV) for the gradient expansion and $-0.619$ hartree ($-16.8$ eV) for APBEK. All lie below the active level, by 0.084, 0.206 and 0.059 hartree, so all three functionals leak. Evaluating the energy functional directly for a very small transfer reproduces these trap levels, which tests the first-order criterion.

An active level below $E_{\rm trap}$ is stable against a very small transfer, but not always against a finite one. In Thomas–Fermi theory, half an electron placed in the fixed trap orbital has an energy of $-0.678$ hartree per electron, below the trap level of $-0.644$ hartree. A level slightly below the trap can therefore still leak. A semilocal functional need not leak in every system, however: the Thomas–Fermi nonadditive energy is never negative, so an active level below $\varepsilon_{\rm II}$ is safe from any transfer. That the window $E_{\rm trap}<\varepsilon_{\rm I}<\varepsilon_{\rm empty}$ exists does not depend on the choice $Z=2$. With $r=x/Z$, the kinetic operator, $Z/r$ and $k_F^2$ all scale as $Z^2$ while $s$ is unchanged, so trap and empty levels keep their ratio. The Thomas–Fermi trap is at $-0.161Z^2$ and the first empty level at $-0.125Z^2$.

At finite transfer, half an electron moved in the fixed trap orbital lowers the energy by 0.059 hartree in Thomas–Fermi theory, against $0.5\times0.084=0.042$ from the slope. The excess has the sign of the neglected term $-\tilde T[\lambda\phi^2]$. For the gradient expansion the lowering is 0.081 hartree, less than the linear estimate of 0.103. Its von Weizsäcker part is convex in the density and so contributes a positive remainder, which fits this reduction, though the separate parts were not computed. Interacting electrons would add a Hartree and exchange–correlation response to the moved charge, which this model omits.

Repairing the nuclear cancellation alone does not cure leakage. The full von Weizsäcker functional, $F=5s^2/3$, has $c=1$ and flattens the well completely. But its $\tilde T[\lambda\phi^2]$ removes the entire kinetic energy of the moved charge, and the first-order change becomes

$$
\delta E\simeq\lambda\int\big(v_{\rm II}+\varepsilon_{\rm II}-v_{\rm II}\big)\phi^2\,d^3r-\lambda\varepsilon_{\rm I}
=\lambda(\varepsilon_{\rm II}-\varepsilon_{\rm I}).
$$

Here this is $-2.0+0.56=-1.44$ hartree per electron, a far stronger leak. Without the Pauli potential, further electrons may enter the frozen orbital as if they were bosons. The exact functional removes the well and also keeps that orbital closed; none of the semilocal forms examined here does both. The numerical output below gives the remaining values.

## Computed values

```
PART A: one-dimensional wells, atomic units
decay constants I, II = 1.0, 1.5 1/bohr; grid step 0.06 bohr
R =  6.0 bohr: gap = 0.625275, offset D = -1.103e-05 hartree
  dT_s by differences 0.637708, by formula 0.637708 hartree
  dT_s by differences -0.658752, by formula -0.658752 hartree
R =  8.0 bohr: gap = 0.625270, offset D = -1.576e-05 hartree
R = 10.0 bohr: gap = 0.625282, offset D = -4.206e-06 hartree
isolated levels e_I, e_II = -0.500069, -1.125355 hartree
At R = 10 bohr:
  v_II at centre of II   = -2.247976 hartree
  v_t  at centre of II   = 2.247972 hartree
  v_t  at centre of I    = 3.49e-12 hartree
  max |v_t+v_II-v_I-D| within 1.5 bohr of II = 1.49e-07 hartree
  embedded orbital with exact v_t: level -0.500069 hartree, share on II 4.817e-05
  embedded orbital without v_t: level -1.125355 hartree, share on II 1.000e+00
PART B: fragment -Z/r, Z = 2; active level = -0.56 hartree
occupied, first empty fragment level = -2.0000, -0.5000 hartree
reduced gradient at nucleus s0 = 0.37575
TF: cancelled share at nucleus 0.0000
  trap level -0.6440 hartree = -17.524 eV; slope by quadrature -0.6440 hartree
  trap minus active level -0.0840 hartree
  energy change for 0.01, 0.1, 0.5 electrons moved: -0.00088, -0.00992, -0.05881 hartree
GEA2: cancelled share at nucleus 0.1111
  trap level -0.7664 hartree = -20.856 eV; slope by quadrature -0.7664 hartree
  trap minus active level -0.2064 hartree
  energy change for 0.01, 0.1, 0.5 electrons moved: -0.00189, -0.01709, -0.08050 hartree
APBEK: cancelled share at nucleus 0.1320
  trap level -0.6189 hartree = -16.840 eV; slope by quadrature -0.6189 hartree
  trap minus active level -0.0589 hartree
  energy change for 0.01, 0.1, 0.5 electrons moved: -0.00065, -0.00786, -0.05141 hartree
```
